Pitch-dependent image shift of a three-beam grating under coma, part 1

(Sections cited here and not found follow in the second part.)

## 1. From one displaced fringe to the coma null

An overlay mark can report a placement error that the device beside it does not have. Suppose that one mask carries a device grating of 165 nm pitch and a mark of 250 nm pitch, perfectly aligned with each other. In the model worked out here, a lens with a coma coefficient of 1 nm prints the mark 0.755 nm to the right and the device 0.187 nm to the left. If the next exposure is corrected until the mark lands where it should, the device is left 0.942 nm to the left of its place. The correction has followed the mark faithfully, and it has made the device worse. To avoid this one must know how the shift depends on pitch.

### The grating without aberration

Start with a perfect lens. All lengths are measured on the wafer side, so the magnification of the lens does not appear. The mask is periodic along x with pitch p, and its lines run along y. One coherent plane wave of vacuum wavelength λ lights it on axis. The mask is taken as thin: it multiplies the incident wave by a periodic transmission, which has the Fourier series

t(x) = Σₙ cₙ exp(inKx), K = 2π/p.

Each term is a plane wave, the diffraction order n. For clear openings that fill a fraction d of the period and are centred on x = 0, the coefficients are

cₙ = (1/p) ∫ exp(−inKx) dx, from −dp/2 to dp/2,

cₙ = sin(πnd)/(πn) for n ≠ 0, and c₀ = d.

They are real, and c₋ₙ = cₙ, because the opening is symmetric.

Next comes the place of each order in the pupil. In a medium of refractive index m, a wave travelling at angle β to the axis has the lateral wave number (2π/λ) m sin β. For order n this must equal nK = 2πn/p, so

m sin β = nλ/p.

The edge of the pupil is the direction with m sin β = NA, where NA is the numerical aperture. Dividing by NA gives the normalised pupil coordinate of order n, which is nρ with

ρ = λ/(p NA).

A short pitch therefore sends its first orders far out in the pupil. They pass if ρ ≤ 1, and the second orders are blocked if 2ρ > 1. Three beams form the image when

1/2 < ρ ≤ 1, or λ/NA ≤ p < 2λ/NA.

For λ = 193 nm and NA = 1.35 this is the range from 142.96 nm to 285.93 nm. A mask with d = 1/2 has c₂ = 0, and for it the three-beam range extends down to ρ > 1/3, where the third orders are still blocked. The general range is used below.

With c₁ = c₋₁, the field and the intensity of the perfect image are

U₀(x) = c₀ + c₁ exp(iKx) + c₁ exp(−iKx) = c₀ + 2c₁ cos Kx,

I₀(x) = (c₀ + 2c₁ cos Kx)²
= c₀² + 4c₀c₁ cos Kx + 4c₁² cos² Kx
= c₀² + 2c₁² + 4c₀c₁ cos Kx + 2c₁² cos 2Kx.

The last line uses 2 cos² Kx = 1 + cos 2Kx. The first harmonic comes from the beat of the centre beam with the outer beams, and the second harmonic from the beat of the outer beams with each other. Both are even in x, so the line is centred on x = 0. This is the reference from which shifts are counted.

### The simplest error: a tilt

Now let the lens add an optical path W that depends on the pupil position. The time factor is exp(−iωt), so a wave that has travelled an extra path W carries the additional phase +2πW/λ. A positive pupil coordinate means a wave travelling towards +x. These two choices fix the sign of everything that follows.

The simplest path that distinguishes the two sides of the pupil is a tilt, W = Tρ cos θ, where θ is the polar angle in the pupil measured from the +x direction. The order +1 lies at θ = 0 and receives W = +Tρ. The order −1 lies at θ = π and receives W = −Tρ. With φ = 2πTρ/λ the field becomes

U(x) = c₀ + c₁ exp[i(Kx + φ)] + c₁ exp[−i(Kx + φ)]
= c₀ + 2c₁ cos(Kx + φ).

The bright line is now where Kx + φ = 0, that is, at

Δx = −φ/K = −(2πTρ/λ)(p/2π) = −Tρp/λ.

Since ρp/λ = 1/NA, this is

Δx = −T/NA.

The pitch has dropped out. A tilt moves all gratings by the same distance, as it should, because a tilted wavefront is the wavefront of a displaced image. The sign can be checked from the other side. Displacing a field by Δ replaces exp(inKx) by exp[inK(x − Δ)], which adds the phase −nKΔ. This is the phase of a path −nλΔ/p = −NA(nρ)Δ. It is a tilt with T = −NA Δ, in agreement with the result.

A tilt common to all pitches is harmless for overlay between two gratings printed together, since it moves both alike. For a symmetric mask lit on axis, what matters is a path that is opposite on the two sides of the pupil and is not proportional to ρ.

### Any path on three beams

Let the extra paths of the orders +1, 0 and −1 be W₊, W₀ and W₋, with no assumption about their form. Let the amplitudes of the orders be a₊, a₀ and a₋, which may be unequal and complex. Split the paths of the outer beams into a part that is opposite on the two sides and a part that is common to them, relative to the centre beam:

W_odd = (W₊ − W₋)/2, W_even = (W₊ + W₋)/2 − W₀.

Adding and subtracting these gives back

W₊ = W₀ + W_even + W_odd, W₋ = W₀ + W_even − W_odd.

Write φ = 2πW_odd/λ and ψ = 2πW_even/λ. The phase of W₀ is common to all three beams and can be taken out as a factor of modulus one. What remains is

U(x) = a₀ + exp(iψ) {a₊ exp[i(Kx + φ)] + a₋ exp[−i(Kx + φ)]}.

The position x enters through the combination Kx + φ and in no other way. If I_e(x) is the intensity with the same ψ but with φ = 0, then

I(x) = I_e(x + φ/K).

The odd path displaces the image as a whole and leaves its profile unchanged. No expansion in small φ was made, so this holds within the model for an aberration of any strength. The displacement is

Δx = −φ/K = −pW_odd/λ = −W_odd/(NA ρ),

where the last form uses p/λ = 1/(NA ρ).

The reason why three beams behave so simply can be read from the two harmonics. The beats of the centre beam with the outer beams have period p and acquire the phase φ. The beat between the outer beams has period p/2 and acquires the phase 2φ, because the two paths are opposite. A phase φ at wave number K and a phase 2φ at wave number 2K are the same distance, so the two harmonics move together.

The even path has a different effect. For a symmetric mask, with u = Kx + φ,

I = |c₀ + 2c₁ exp(iψ) cos u|²
= c₀² + 4c₀c₁ cos ψ cos u + 4c₁² cos² u.

It multiplies the first harmonic by cos ψ. This changes the contrast and the line width but keeps the profile symmetric about u = 0. If cos ψ becomes negative, the brighter lines appear half a period away. That is a reversal of contrast and not a gradual displacement, and a measurement that follows bright lines must keep the two apart.

Two limits test this stage. For a tilt, W_odd = Tρ, and the formula returns −T/NA as before. For defocus, the path is the same on both sides of the pupil, so W_odd = 0 and the image of a symmetric mask does not shift. The numerical images agree: a symmetric 250 nm grating with a defocus of 30 nm and no other error has its line centre at zero within 10⁻⁸ nm. If the outer orders are unequal, the even path can itself move the line, and the formula gives only the part of the shift that is due to the odd path.

### Coma without its tilt

Primary coma is the path W = Cρ³ cos θ. It is odd across the pupil, so W_odd = Cρ³ when the grating vector lies along the coma axis θ = 0. The shift is

Δx = −Cρ³/(NA ρ) = −Cρ²/NA.

It has one sign for every pitch, and it tends to zero only as ρ → 0, where the pitch becomes infinite and the three-beam condition has long been lost. In this form coma has no pitch of zero shift. A null can appear only if something opposes the cubic path, and a tilt can do so.

### Balancing the coma

From here on coma is described by a wavefront from which the best tilt has been removed, since a tilt merely moves the whole image. "Best" means here that the variance of the path over the uniformly weighted pupil is smallest. Take the cubic path with unit coefficient and add a tilt t:

w = (ρ³ + tρ) cos θ.

Its mean over the pupil is zero, because cos θ averages to zero. The variance is therefore the mean square. The pupil has area π, and the integral of cos² θ over a full circle is π, so

V(t) = (1/π) ∫∫ (ρ³ + tρ)² cos² θ ρ dρ dθ
= ∫ (ρ³ + tρ)² ρ dρ, from 0 to 1,
= ∫ (ρ⁷ + 2tρ⁵ + t²ρ³) dρ
= 1/8 + t/3 + t²/4.

The derivative is dV/dt = 1/3 + t/2. It vanishes at

t = −2/3,

and the second derivative, 1/2, is positive, so this is the minimum. A direct numerical minimisation over the pupil gives −0.666667.

To have round coefficients, set C = 3A. The balanced path is then

W(ρ, θ) = A(3ρ³ − 2ρ) cos θ.

At the pupil edge on the axis of the coma it equals A. Its variance follows from V at the minimum:

V(−2/3) = 1/8 − 2/9 + 1/9 = 1/8 − 1/9 = 1/72,

and 9A²/72 = A²/8. The root-mean-square path is A/√8. Without the tilt it would be 3A/√8, so balancing reduces it by a factor of three. For A = 1 nm the balanced value is 0.354 nm, or 1.83 thousandths of a wave.

### The null

With the grating vector along the coma axis, the odd path at the first orders is W_odd = A(3ρ³ − 2ρ). Dividing by NA ρ gives the result:

Δx = −(A/NA)(3ρ² − 2).

The constant 2 comes from the balancing tilt and is the same for all pitches. The term 3ρ² comes from the cubic path and carries the whole dependence on pitch. The shift vanishes when 3ρ² = 2, so

ρ₀ = √(2/3) ≈ 0.8165,

and the pitch that places its first orders there is

p₀ = λ/(NA ρ₀) = √(3/2) λ/NA.

The radius lies between 1/2 and 1, so the null is inside the three-beam range. At this radius the path of balanced coma is zero, and the two outer beams meet the centre beam with the phases they would have in a perfect lens. The wavefront is not flat there. Its slope is dW/dρ = A(9ρ² − 2), which equals 4A at the null. Three narrow beams sample the path at three points, and what they respond to is the ratio W/ρ and not the local slope.

The ends of the range give two more limits. At ρ = 1 the shift is −A/NA. As ρ approaches 1/2 it approaches −(A/NA)(3/4 − 2) = +5A/(4NA). For positive A, dense gratings move to one side and wide gratings to the other.

The null belongs to the chosen tilt. If the path were A(3ρ³ − τρ) cos θ with some other positive τ, the shift would be −(A/NA)(3ρ² − τ) and the zero would lie at √(τ/3), which is inside the three-beam range for 3/4 < τ ≤ 3. An alignment of the lens or the stage that adds a tilt moves the null in this way. The difference between two pitches is free of that choice:

Δx₁ − Δx₂ = −(3A/NA)(ρ₁² − ρ₂²).

This difference is what enters an overlay error, and it does not vanish merely because one of the two gratings sits at the null.

## 2. Numbers, wider cases and the limits of the null

The first half considered a grating of pitch p, lit on axis with wavelength λ and imaged by three beams. Its wave number is K = 2π/p, and its first orders lie at the normalised pupil radius ρ = λ/(p NA), with 1/2 < ρ ≤ 1 for a general mask. An extra path W adds the phase 2πW/λ. The half-difference W_odd of the paths of the orders +1 and −1 displaces the image rigidly by

Δx = −W_odd/(NA ρ).

For balanced coma, W = A(3ρ³ − 2ρ) cos θ, with the grating vector along the coma axis, this gives

Δx = −(A/NA)(3ρ² − 2), zero at ρ₀ = √(2/3).

The mask coefficients are cₙ, real and symmetric for a centred opening.

### The device and the mark

Take λ = 193 nm, NA = 1.35 and A = 1 nm. For the device pitch of 165 nm,

ρ = 193/(1.35 × 165) = 0.8664,

Δx = −(1/1.35)(3 × 0.8664² − 2) nm = −0.187 nm.

For the mark pitch of 250 nm,

ρ = 193/(1.35 × 250) = 0.5719,

Δx = −(1/1.35)(3 × 0.5719² − 2) nm = +0.755 nm.

The device lies on one side of the null and the mark on the other, so the shifts have opposite signs and their difference is larger than either:

Δx(device) − Δx(mark) = −0.942 nm.

These values were tested on images built by adding plane waves. The mask had a clear fraction of 0.4, and the line centre was taken as the midpoint between the two edges at half the central intensity. For pitches of 150, 165, 200, 250 and 280 nm the midpoints agree with the formula within 10⁻⁸ nm. The shift runs from −0.537 nm at 150 nm pitch to +0.902 nm at 280 nm pitch. A search for the pitch of zero shift, using the images alone, ends at 175.09 nm and ρ = 0.816497, which is √(2/3) to the digits given.

If the balancing tilt is left out, the device moves by −1.668 nm and the mark by −0.727 nm. Each value is lower by 2A/NA = 1.481 nm, and the difference is again −0.942 nm. The null has gone and the overlay error has stayed.

For three beams and on-axis coherent light, balanced coma shifts a grating by an amount that depends on its pitch and vanishes at 175.09 nm in the example, yet the device and the mark still differ by 0.942 nm. What remains is to see how sharp this null is, and how it fares with turned gratings, polarisation, extra beams, sources of finite size and other errors.

All numerical values are calculated from the stated model.
